# Backscattering and the Saturation Current of a Short Transistor Channel

**Data for all parts.** Electrons enter a transistor channel at the top of its source barrier, \(x=0\), and leave it at the drain end, \(x=L=30\) nm. The potential energy falls from the barrier top by \(D(x)\), with \(D(0)=0\) and \(D'(x)\ge 0\). The electrons are nondegenerate and the source injects a thermal flux. Both contacts absorb every carrier that reaches them.

Collisions have a constant probability per unit length travelled along \(x\), with mean collision path \(\lambda/2\). Each collision re-emits the carrier from a thermal flux distribution, with equal chances of going forward and backward. The backscattering mean free path is therefore \(\lambda=10\) nm. In saturation the backscattering length \(\ell\), defined in part (b), is 5 nm.

The gate fixes the sheet density \(n\) at the barrier top. "Ballistic" means that collisions are removed while \(n\), the temperature, the mass and the drain voltage are held fixed.

## (a) The flux equation

**Question.** Let \(a(x)\) and \(b(x)\) be the forward and backward particle fluxes per unit width, both counted positive. Derive the steady-state equation for \(b\).

**Answer.** In a length \(dx\) a fraction \(2\,dx/\lambda\) of the forward flux collides, and half of it is sent backward. This adds \(a\,dx/\lambda\) to the backward flux. By the same argument, collisions take \(b\,dx/\lambda\) away from the backward flux.

The slope also turns carriers round. A thermal flux has kinetic energy \(\varepsilon\) of motion along \(x\) distributed as

\[
p(\varepsilon)=\frac{1}{kT}e^{-\varepsilon/kT}.
\]

A backward carrier must climb \(D'dx\) to cross \(dx\). To first order, the fraction that lacks this energy is

\[
\int_0^{D'dx}p(\varepsilon)\,d\varepsilon=\frac{D'}{kT}\,dx .
\]

The survivors have lost \(D'dx\) each. Their remaining energy has the same exponential distribution, because \(p(\varepsilon+D'dx)\) is proportional to \(p(\varepsilon)\). Collisions remove carriers without regard to energy and return thermal ones, so the backward stream is thermal at every \(x\). The forward stream gains energy on the slope and is not thermal, but its collision probability per length does not depend on energy, so its flux \(a\) is all that is needed.

The backward flux grows in the direction of decreasing \(x\), hence

\[
-\frac{db}{dx}=\frac{a}{\lambda}-\frac{b}{\lambda}-\frac{D'}{kT}\,b .
\]

Every carrier lost by one stream joins the other, so the net flux \(J=a-b\) is independent of \(x\).

## (b) Transmission at low and high drain voltage

**Question.** Ignore injection from the drain. Find the fraction \(T\) of the source flux that reaches the drain. Evaluate it when \(D\ll kT\) throughout the channel, and in saturation. Explain the change.

**Answer.** Put \(a-b=J\) into the flux equation and rearrange:

\[
\frac{db}{dx}-\frac{D'}{kT}b=-\frac{J}{\lambda}.
\]

Multiplication by \(e^{-D/kT}\) makes the left side a total derivative:

\[
\frac{d}{dx}\left(b\,e^{-D/kT}\right)=-\frac{J}{\lambda}e^{-D/kT}.
\]

Integrate from 0 to \(L\), with \(D(0)=0\):

\[
b(0)=b(L)e^{-D(L)/kT}+\frac{J\ell}{\lambda},\qquad
\ell=\int_0^L e^{-D(x)/kT}\,dx. \tag{1}
\]

Without drain injection \(b(L)=0\), so \(b(0)=J\ell/\lambda\). The source flux is \(a(0)=J+b(0)=J(1+\ell/\lambda)\), and

\[
T=\frac{J}{a(0)}=\frac{\lambda}{\lambda+\ell},\qquad
R=1-T=\frac{\ell}{\lambda+\ell}.
\]

When \(D\ll kT\) everywhere, the integrand is 1 and \(\ell=L\):

\[
T_0=\frac{10}{10+30}=0.25 .
\]

In saturation \(\ell=5\) nm:

\[
T_{\rm sat}=\frac{10}{10+5}=\frac23\approx0.67 .
\]

The mean free path is the same in both cases. What changes is the weight \(e^{-D/kT}\), which is the fraction of a thermal backward flux with enough energy to climb from \(x\) to the barrier top. Near equilibrium, backscattering anywhere in the 30 nm channel can return a carrier to the source. In saturation, carriers scattered far down the slope rarely have the energy to return, and the channel reflects as if it were flat and 5 nm long.

## (c) Saturation current at fixed charge

**Question.** Find the mean velocity with which a thermal flux contributes to density. Then find the saturation current as a fraction of its ballistic limit, and explain why the fraction is not \(T_{\rm sat}\).

**Answer.** A flux of carriers with speed \(v\) contributes density equal to flux divided by \(v\). For a thermal flux, with \(v=\sqrt{2\varepsilon/m}\),

\[
\left\langle\frac1v\right\rangle
=\int_0^\infty\frac{d\varepsilon}{kT}\,e^{-\varepsilon/kT}\sqrt{\frac{m}{2\varepsilon}}
=\sqrt{\frac{m}{2kT}}\int_0^\infty s^{-1/2}e^{-s}\,ds
=\sqrt{\frac{\pi m}{2kT}},
\]

where \(s=\varepsilon/kT\) and the last integral is \(\sqrt\pi\). The required velocity is

\[
v_T=\left\langle\frac1v\right\rangle^{-1}=\sqrt{\frac{2kT}{\pi m}} .
\]

At the top both streams are thermal: the forward one comes from the source, and part (a) covers the backward one. Write \(a\) for \(a(0)\). The density is

\[
n=\frac{a+Ra}{v_T}\quad\Rightarrow\quad a=\frac{n v_T}{1+R}.
\]

The current per width is \(I/W=qJ=q(1-R)a\), so

\[
\frac IW=q n v_T\,\frac{1-R}{1+R}=q n v_T\,\frac{T}{2-T}.
\]

The ballistic limit has \(R=0\) and equals \(qnv_T\). The ratio is

\[
B_{\rm sat}=\frac{T}{2-T}=\frac{\lambda}{\lambda+2\ell}
=\frac{10}{10+10}=\frac12 .
\]

The middle form follows from \(2-T=(\lambda+2\ell)/(\lambda+\ell)\).

Reflection acts twice. One third of the injected carriers return, which leaves a factor \(2/3\). The returning carriers also count towards the fixed charge, so the injected flux must fall to \(1/(1+R)=3/4\) of its ballistic value. The product is \(\tfrac34\times\tfrac23=\tfrac12\). If the injected flux were held fixed instead of the charge, the ratio would be \(T_{\rm sat}=2/3\).

Two limits show the range of the formula. For \(\ell\ll\lambda\), \(T\approx1-\ell/\lambda\) but \(B_{\rm sat}\approx1-2\ell/\lambda\): the loss of current is twice the reflection. For \(\ell\gg\lambda\), \(B_{\rm sat}\approx\lambda/2\ell\), and the mean velocity at the top is \(v_T\lambda/2\ell\). This is a diffusion velocity, as part (e) confirms.

## (d) Any drain voltage

**Question.** Include injection from the drain and find the ratio \(B\) of current to ballistic current at drain voltage \(V\). Check both limits. For \(D(x)=qV(x/L)^2\), does \(B\) rise from the start as \(V\) increases?

**Answer.** A thermal flux is proportional to \(e^{(\mu-U)/kT}\), where \(\mu\) is the Fermi level of the contact and \(U\) the local potential energy. The drain Fermi level lies \(qV\) below that of the source, and \(U(L)=U(0)-D(L)\). Therefore

\[
b(L)e^{-D(L)/kT}=a\,e^{(-qV+D(L))/kT}e^{-D(L)/kT}=a\,e^{-qV/kT}\equiv a\,\eta .
\]

Equation (1) gives \(b(0)=a\eta+J\ell/\lambda\). With \(J=a-b(0)\),

\[
J\left(1+\frac{\ell}{\lambda}\right)=a(1-\eta)
\quad\Rightarrow\quad J=Ta(1-\eta).
\]

The charge follows from \(a+b(0)=2a-J\):

\[
n v_T=a\,[\,2-T(1-\eta)\,],\qquad
\frac{J}{n v_T}=\frac{T(1-\eta)}{2-T+T\eta}.
\]

For \(T=1\) the last expression is \((1-\eta)/(1+\eta)\). Dividing by it,

\[
B=\frac{T(1+\eta)}{2-T+T\eta}.
\]

As \(V\to0\), \(\eta\to1\) and \(B\to T_0=0.25\). For \(qV\gg kT\), \(\eta\to0\) and \(B\to T/(2-T)\), which is 0.50 when \(\ell=5\) nm. Near equilibrium the two contacts together supply a fixed charge \(2a/v_T\) whatever the reflection, so reflection costs one factor and not two.

For the first steps away from zero, let \(u=qV/kT\ll1\). Then \(\eta\approx1-u\). The mean of \((x/L)^2\) over the channel is \(1/3\), so \(\ell\approx L(1-u/3)\) and

\[
T\approx\frac{\lambda}{\lambda+L-Lu/3}\approx T_0\left[1+(1-T_0)\frac u3\right],
\]

since \(L/(\lambda+L)=1-T_0\). Also

\[
B\approx T\,\frac{2-u}{2-T_0u}\approx T\left[1-(1-T_0)\frac u2\right].
\]

Multiplying, to first order in \(u\),

\[
B\approx T_0\left[1-(1-T_0)\frac u6\right].
\]

The ratio first falls. The fading of the drain stream releases more charge for injection in the ballistic channel than in the scattering one, and for this potential that effect at first outweighs the gain in \(T\). Direct integration of the two flux equations gives \(B=0.2488\) at 1 mV, 0.2395 at 50 mV and 0.5000 at 0.731 V, while \(T\) rises through 0.252, 0.355 and 0.667. These ratios agree with the formula for \(B\), whose minimum, about 0.234, lies near 29 mV; at 50 mV \(B\) is already rising.

## (e) Numbers for a silicon-like channel

**Question.** Take \(m=0.19\) electron masses, two valleys, 300 K and \(n=10^{12}\ \mathrm{cm^{-2}}\). For the parabolic drop of part (d), find the drain voltage that gives \(\ell=5\) nm. Find the stream densities, the current per width and the low-field mobility implied by \(\lambda\).

**Answer.** For \(qV\gg kT\) the upper limit of the integral for \(\ell\) may be taken to infinity:

\[
\ell\approx\int_0^\infty e^{-(qV/kT)(x/L)^2}dx=\frac{L}{2}\sqrt{\frac{\pi kT}{qV}}
\quad\Rightarrow\quad
\frac{qV}{kT}=\frac{\pi}{4}\left(\frac L\ell\right)^2=\frac{\pi}{4}\times36=28.27 .
\]

With \(kT=25.85\) meV this is \(V=0.731\) V. Because \(\ell\propto V^{-1/2}\) for this potential, the current does not truly saturate: \(\lambda/(\lambda+2\ell)\) is 0.43 at 0.4 V and 0.54 at 1 V. "Saturation" here means only that drain injection has vanished, and the value 0.50 belongs to 0.731 V. The drain injection factor \(\eta\) is about \(5\times10^{-13}\), so its neglect in the saturation results of parts (b) and (c) is justified.

The thermal velocity is \(v_T=\sqrt{2kT/\pi m}=1.234\times10^7\) cm/s. The densities at the top are

\[
n_{\rightarrow}=\frac{n}{1+R}=\frac{10^{12}}{4/3}=7.5\times10^{11}\ \mathrm{cm^{-2}},\qquad
n_{\leftarrow}=2.5\times10^{11}\ \mathrm{cm^{-2}} .
\]

The ballistic current per width is

\[
qnv_T=(1.602\times10^{-19}\,\mathrm C)(10^{12}\,\mathrm{cm^{-2}})(1.234\times10^7\,\mathrm{cm/s})
\approx1.98\ \mathrm{A/cm}=198\ \mathrm{\mu A/\mu m},
\]

and the saturation current is half of it, 99 μA/μm.

For the mobility, consider a long channel, \(L\gg\lambda\), at \(qV\ll kT\). Part (d) gives \(J\approx(\lambda/L)\,a\,qV/kT\) with \(a\approx nv_T/2\). Comparison with \(J=n\mu V/L\) yields

\[
\mu=\frac{\lambda v_T}{2kT/q}
=\frac{(10^{-6}\,\mathrm{cm})(1.234\times10^7\,\mathrm{cm/s})}{2\times0.02585\,\mathrm V}
\approx239\ \mathrm{cm^2/Vs}.
\]

The velocity \(v_T\lambda/2\ell\) found in part (c) for \(\ell\gg\lambda\) is therefore \(\mu(kT/q)/\ell\), the diffusion constant divided by \(\ell\).

The transport results were also tested by following 400,000 individual carriers in each case through flights, turning points and collisions, with a collision path of 5 nm. The transmission was 0.249 for a flat channel and 0.667 for the parabolic drop. In the second case the current at fixed charge was 0.501 of the ballistic value, and the returning carriers had a mean \(x\)-energy of 1.00 \(kT\), as a thermal flux must.

## (f) How far can the result be trusted?

**Question.** Assess the main assumptions for the numbers of part (e), and set the example beside a real silicon transistor.

**Answer.** Of the assumptions varied here, the one that matters most is that every collision thermalises the carrier. Suppose instead that collisions conserve energy and redraw only the direction of motion in the plane, with the potential and the collision path unchanged. Forward and backward remain equally likely, and the angle to the \(x\) axis is drawn with probability proportional to its cosine, as in a thermal flux. The calculation then gives \(T=0.43\) and a current ratio of 0.28. A carrier that keeps the energy gained on the slope can climb back from far down the channel. The suppression of return in part (b) thus depends strongly on energy loss.

Degeneracy matters when \(n\) is not small compared with the effective density of states, here \(4.1\times10^{12}\ \mathrm{cm^{-2}}\). With \(R\) held at \(1/3\), and both streams given the same Fermi–Dirac energy distribution apart from the factor \(R\), the ratio is 0.49 at \(10^{12}\ \mathrm{cm^{-2}}\) and 0.45 at \(10^{13}\ \mathrm{cm^{-2}}\). It falls because the ballistic channel holds all its charge in the forward stream. That stream is filled to higher energy and moves faster than the forward stream of the scattering channel.

Tunnelling can be estimated by continuing the parabola symmetrically on the source side. The barrier then has \(\hbar\omega=25.5\) meV, close to \(kT\), and quantum transmission raises the thermally injected flux by about 4%. The effect on the ratio at fixed charge was not calculated.

At 400 K, with \(\lambda\) and the potential held fixed, \(\ell\) grows as the square root of the temperature, to 5.8 nm, and the ratio falls to 0.46. Any shortening of \(\lambda\) by stronger phonon scattering would lower it further.

The mass, mobility and drain voltage are roughly typical of a short n-channel silicon transistor. The density is low for a device that is fully on, for which \(10^{13}\ \mathrm{cm^{-2}}\) is a rough typical figure; the ratio 0.45 found above for that density holds \(R\) at \(1/3\) and keeps one subband in two valleys, and neither is safe there. The Fermi level of the ballistic forward stream lies about 126 meV above the subband edge. Degenerate backward carriers have more energy to climb with, which raises \(R\) and lowers the ratio, to roughly 0.36 in a crude estimate. The fourfold valleys, roughly 0.1 eV higher, take part of the charge and weaken the degeneracy, which at fixed \(R\) returns the ratio to roughly 0.49. The figure 0.45 is therefore not an estimate for silicon. Collisions in silicon include both nearly elastic ones and phonon emission, so complete thermalisation at each collision is an idealisation. The elastic result of 0.28 shows how much can depend on it, but it is not a prediction for silicon; it also keeps a parabolic band with \(m=0.19\) up to 0.73 eV of kinetic energy, far beyond the range where that mass describes silicon. The collision probability per unit length was kept constant throughout; in a real channel it changes with the carrier's energy, which would alter both \(T\) and the current ratio. A real drain also influences the charge at the barrier top, and contact resistance lowers the current; neither is included. The value one half belongs to the stated model with \(\lambda=2\ell\), and is not a general property of 30 nm channels. The numerical output below lists the values used.

## Values computed for the example and the checks

```
channel length L = 30 nm
backscattering mean free path = 10 nm
saturation backscattering length = 5 nm
temperature = 300 K, kT = 25.85 meV
mass = 0.19 electron masses, valleys = 2
sheet density at the top = 1.0e+12 cm^-2
low-bias transmission, formula = 0.2500
low-bias transmission, Monte Carlo = 0.2489
saturation transmission, formula = 0.6667
saturation transmission, Monte Carlo = 0.6673
saturation reflection R = 0.3333
current/ballistic at fixed charge, formula = 0.5000
current/ballistic at fixed charge, Monte Carlo = 0.5009
mean x-energy of returning carriers = 1.001 kT
drain voltage giving this length = 0.731 V
potential drop over kT = 28.27
drain 0.001 V: T = 0.2524, current/ballistic = 0.2488
drain 0.050 V: T = 0.3549, current/ballistic = 0.2395
drain 0.731 V: T = 0.6667, current/ballistic = 0.5000
thermal injection velocity = 1.234e+07 cm/s
mobility belonging to the mean free path = 239 cm2/Vs
forward density = 7.500e+11 cm^-2
backward density = 2.500e+11 cm^-2
ballistic current per width = 197.8 uA/um
saturation current per width = 98.9 uA/um
neglected effects:
elastic collisions only: T = 0.430
elastic collisions only: current/ballistic = 0.282
effective density of states = 4.10e+12 cm^-2
degenerate, n = 1e+12 cm^-2: ballistic v = 1.324e+07 cm/s
degenerate, n = 1e+12 cm^-2: current/ballistic = 0.491
degenerate, n = 1e+13 cm^-2: ballistic v = 2.157e+07 cm/s
degenerate, n = 1e+13 cm^-2: current/ballistic = 0.448
barrier quantum hbar*omega = 25.5 meV
tunnelling multiplies injected flux by 1.042
at 400 K: backscattering length = 5.77 nm
at 400 K: T = 0.634, current/ballistic = 0.464
drain injection factor exp(-qV/kT) = 5.3e-13
```
